# Cancellation of Rank-2 Level Shifts over Orthogonal Axes and Magnetic Sublevels, part 1

(Sections cited here and not found follow in the second part.)

## I. The two cancellations

An ion at rest in an ideal trap sits in an electric field that vanishes at the ion but has a gradient there. In a radio-frequency trap only the static part of the gradient is meant here, because the oscillating part averages to zero over time in first order. In second order it leaves a shift that is odd in the magnetic quantum number. This shift is small when the Zeeman spacing is far below the drive frequency and grows resonantly when the spacing approaches the drive frequency or half of it. That case is not treated here. If the charge distribution of an atomic state is not spherical, the state can have an energy in this gradient. A weak magnetic field selects the quantisation axis, and the level shift depends on how that axis is oriented relative to the gradient, which is a tensor. The gradient contains stray contributions that are hard to know, so the shift cannot simply be calculated and subtracted. It can be removed by averaging, either over three magnetic field directions at right angles to each other or over all the magnetic sublevels. The two averages rest on different facts and, within an isolated level, have different limits.

### The perturbation

Let charges $q_k$ at positions $\mathbf r_k$, measured from the nucleus, form the ion, and let $\phi(\mathbf r)$ be the potential of the external sources. Expanding the energy $\sum_k q_k\phi(\mathbf r_k)$ about the nucleus gives

$$
\phi(0)\sum_k q_k+\sum_i \phi_i\sum_k q_k r_{k,i}
+\frac12\sum_{ij}\phi_{ij}\sum_k q_k r_{k,i}r_{k,j}+\dots
$$

Here $\phi_i$ and $\phi_{ij}$ are the first and second derivatives of $\phi$ at the nucleus, and $i,j$ run over $x,y,z$. The first term is the same for every internal state. The second vanishes because the field vanishes at the ion. To treat the third, define the quadrupole operators

$$
Q_{ij}=\sum_k q_k\left(3r_{k,i}r_{k,j}-\delta_{ij}r_k^2\right). \tag{1}
$$

They are symmetric, and $\sum_i Q_{ii}=\sum_k q_k(3r_k^2-3r_k^2)=0$. Solving (1) for the product of coordinates gives $\sum_k q_k r_{k,i}r_{k,j}=\frac13\left(Q_{ij}+\delta_{ij}\sum_k q_kr_k^2\right)$, so the third term becomes

$$
\frac16\sum_{ij}\phi_{ij}Q_{ij}+\frac16\Big(\sum_i\phi_{ii}\Big)\sum_k q_kr_k^2 .
$$

The sources of $\phi$ lie outside the ion, so Laplace's equation gives $\sum_i\phi_{ii}=0$ and the last term drops out. The quadrupole perturbation is therefore

$$
V=\sum_{ij}g_{ij}Q_{ij},\qquad g_{ij}=\tfrac16\phi_{ij}. \tag{2}
$$

The argument below uses less than the electrostatic origin of (2). It requires that $g$ be a real, symmetric, traceless matrix of numbers fixed in the laboratory, and that the $Q_{ij}$ be Hermitian operators, symmetric and traceless in $i,j$, which rotate as a tensor. If $U(R)$ is the unitary operator that rotates the state of the ion by the rotation matrix $R$, the last property reads

$$
U(R)^\dagger Q_{ij}U(R)=\sum_{kl}R_{ik}R_{jl}Q_{kl}. \tag{3}
$$

For (1) this follows from the statement that rotating a state rotates the mean position, $U^\dagger r_iU=\sum_jR_{ij}r_j$, while $r^2$ is unchanged. A perturbation of this kind is called a rank-2 perturbation.

### The level and the theorem

Consider a level of angular momentum $J$, with $2J+1$ states that are degenerate in the absence of fields. The operators $J_i$ are dimensionless, in units of $\hbar$. A magnetic field along the unit vector $\mathbf n$ adds the energy $\Delta\,J_n$, where $J_n=\mathbf n\cdot\mathbf J$ and $\Delta>0$ is the spacing of neighbouring sublevels. The eigenstates are $|m;\mathbf n\rangle$, with $J_n|m;\mathbf n\rangle=m|m;\mathbf n\rangle$. The level is taken to be isolated: matrix elements of $V$ and of the magnetic interaction that lead out of it are neglected. Let $P$ be the projector onto the level. The Hamiltonian within it is

$$
H(\mathbf n)=\Delta J_n+PVP . \tag{4}
$$

If $V$ is small compared with $\Delta$, the sublevels are non-degenerate and the first-order shift is the diagonal element

$$
E_m(\mathbf n)=\langle m;\mathbf n|V|m;\mathbf n\rangle. \tag{5}
$$

**Theorem.** Let $V$ be a rank-2 perturbation of an isolated level $J$.

(a) For fixed $m$ and any three mutually orthogonal unit vectors $\mathbf n_1,\mathbf n_2,\mathbf n_3$, the first-order shifts satisfy $E_m(\mathbf n_1)+E_m(\mathbf n_2)+E_m(\mathbf n_3)=0$.

(b) For any single $\mathbf n$, the eigenvalues of $H(\mathbf n)$ sum to zero, whatever the ratio of $V$ to $\Delta$. Since the Zeeman energies $m\Delta$ also sum to zero, the average shift of the $2J+1$ sublevels vanishes.

### Lemma 1: the tensor of a sublevel is axial

Write $M_{ij}(m,\mathbf n)=\langle m;\mathbf n|Q_{ij}|m;\mathbf n\rangle$. Then

$$
M_{ij}(m,\mathbf n)=\frac{q_m}{2}\left(3n_in_j-\delta_{ij}\right), \tag{6}
$$

where the number $q_m$ does not depend on $\mathbf n$, and $q_{-m}=q_m$.

*Proof.* Rotating an eigenstate of $J_n$ gives an eigenstate of $J_{Rn}$ with the same $m$, so $U(R)|m;\mathbf n\rangle$ equals $|m;R\mathbf n\rangle$ up to a phase. The phase cancels in an expectation value, and (3) gives

$$
M(m,R\mathbf n)=R\,M(m,\mathbf n)\,R^{T}. \tag{7}
$$

Take $\mathbf n=\hat{\mathbf z}$ first and let $R$ be a rotation about $z$. Then $R\mathbf n=\mathbf n$, and (7) says that $M$ is unchanged by $R$. A rotation by $\pi$ reverses the signs of $M_{xz}$ and $M_{yz}$, so both are zero. A rotation by $\pi/2$ takes $x$ to $y$ and $y$ to $-x$. It exchanges $M_{xx}$ with $M_{yy}$, so these are equal, and it reverses the sign of $M_{xy}$, so this is zero. The trace of $M$ vanishes, hence $M_{xx}=M_{yy}=-\frac12M_{zz}$. With $q_m=M_{zz}$ this is (6) for $\mathbf n=\hat{\mathbf z}$. Now apply (7) with a rotation that takes $\hat{\mathbf z}$ to an arbitrary $\mathbf n$. The matrix $\hat z_i\hat z_j$ becomes $n_in_j$, the unit matrix stays as it is, and $q_m$ is unaffected. This proves (6) in general.

Finally, $J_{-n}=-J_n$, so $|m;-\mathbf n\rangle$ is the state $|-m;\mathbf n\rangle$ up to a phase. The right-hand side of (6) does not change when $\mathbf n$ is reversed. Therefore $q_m=q_{-m}$. $\square$

In physical terms, a state of definite $m$ has no preferred direction around its own axis. The only symmetric traceless tensor that can be built from one axis is the one in (6), so the internal structure of the state enters the first-order shift only through the number $q_m$.

### Lemma 2: a full level has no quadrupole

For all $i,j$, $\operatorname{Tr}(PQ_{ij})=0$.

*Proof.* Rotations map the level onto itself, so $U(R)$ commutes with $P$. Put $t_{ij}=\operatorname{Tr}(PQ_{ij})$. Because a trace is unchanged by cyclic permutation,

$$
t_{ij}=\operatorname{Tr}\left(PU^\dagger Q_{ij}U\right)=\sum_{kl}R_{ik}R_{jl}t_{kl}
$$

for every rotation $R$. Invariance under rotations about $z$ gives, as in Lemma 1, a diagonal matrix with $t_{xx}=t_{yy}$. Invariance under rotations about $x$ gives $t_{yy}=t_{zz}$. The three diagonal elements are equal and their sum is zero, so each is zero. $\square$

### Proof of the theorem

(a) Insert (6) into (5):

$$
E_m(\mathbf n)=\frac{q_m}{2}\Big(3\sum_{ij}g_{ij}n_in_j-\sum_ig_{ii}\Big)
=\frac{3q_m}{2}\,\mathbf n\cdot g\cdot\mathbf n, \tag{8}
$$

where the second term vanished because $g$ is traceless. Let $N$ be the matrix whose rows are $\mathbf n_1,\mathbf n_2,\mathbf n_3$. Orthonormality of the rows is $NN^T=1$. For a square matrix this implies $N^TN=1$, which written out is the completeness relation $\sum_a n_{a,i}n_{a,j}=\delta_{ij}$. Therefore

$$
\sum_{a=1}^3E_m(\mathbf n_a)=\frac{3q_m}{2}\sum_{ij}g_{ij}\sum_an_{a,i}n_{a,j}
=\frac{3q_m}{2}\sum_ig_{ii}=0. \tag{9}
$$

(b) The sum of the eigenvalues of a Hermitian matrix is its trace. From (4),

$$
\operatorname{Tr}H(\mathbf n)=\Delta\sum_{m=-J}^{J}m+\sum_{ij}g_{ij}\operatorname{Tr}(PQ_{ij})=0. \tag{10}
$$

The first sum vanishes because $m$ and $-m$ cancel, the second by Lemma 2. $\square$

### Remarks on the meaning of the two averages

**Geometry.** Suppose the perturbation is symmetric about a direction $\mathbf e$, so that $g_{ij}=\frac{g_0}{2}(3e_ie_j-\delta_{ij})$. If $\beta$ is the angle between $\mathbf n$ and $\mathbf e$, then $\mathbf n\cdot g\cdot\mathbf n=\frac{g_0}{2}(3\cos^2\beta-1)$. For three orthogonal axes the $\cos\beta_a$ are the components of the unit vector $\mathbf e$, their squares sum to one, and $\sum_a(3\cos^2\beta_a-1)=3-3=0$. Equation (9) extends this to perturbations without axial symmetry, and no knowledge of the principal axes of $g$ is needed.

**Orthogonality is necessary.** If three directions with equal weights are to remove the shift for every traceless $g$ when $q_m\neq0$, the symmetric matrix $N^TN$ must be a multiple of the unit matrix. Its trace is three, so it must equal the unit matrix. Then $NN^T=1$ as well, and the directions are orthogonal. Two directions cannot suffice with any weights whose sum is not zero, because a combination of two matrices $n_in_j$ has rank two at most, whereas the unit matrix has rank three.

**Weights of the sublevels.** Part (b) gives each sublevel the same weight. Since $q_m=q_{-m}$, the first-order average may be taken over the values of $|m|$. For half-integer $J$ these have equal weights. For integer $J$ the state $m=0$ counts once, and every other $|m|$ counts twice.

**Small angular momentum.** For $J=0$ there is one state, and (b) makes its shift zero. For $J=\frac12$, $q_{1/2}=q_{-1/2}$ and their sum is zero, so both vanish. A transition from a level with $J=\frac12$ to one with larger $J$ therefore has a first-order rank-2 shift that comes from the level with larger $J$ alone. This holds for an ion without nuclear spin. With nuclear spin, a hyperfine level $F\ge1$ built on $J=\frac12$ can acquire a small quadrupole moment, for instance through hyperfine mixing with levels of larger $J$.

**Hyperfine levels.** The proofs used the behaviour under rotations of the whole ion and nothing else about $J$. If the nucleus has spin, they hold for an isolated hyperfine level, with the total angular momentum $F$ in place of $J$. Isolation then requires the Zeeman energies, as well as $V$, to be small compared with the hyperfine intervals. Part (b) and the relation $q_{-m}=q_m$ need the condition on the Zeeman energies, but part (a) does not. The form (6) used only that the state is symmetric about the field axis and rotates with it. The three-axis sum of the first-order shifts therefore vanishes also when the magnetic field mixes hyperfine levels, provided the field strength is the same for the three axes.

### Which shifts survive

**Scalar shifts, and the Stark effect.** A static electric field $\boldsymbol{\mathcal E}$ shifts a level of definite parity in second order through the dipole operator $\mathbf d$. Within the level the shift is described by

$$
S=-\sum_{ij}\mathcal E_i\mathcal E_jA_{ij},\qquad
A_{ij}=\sum_k\frac{P d_i|k\rangle\langle k|d_jP}{E_k-E_0},
$$

where $E_0$ is the energy of the level and $k$ runs over all states of the other levels, at energies $E_k$. Zeeman energies in the denominators are neglected. Complete levels are summed, so $A_{ij}$ rotates as a tensor. The product $\mathcal E_i\mathcal E_j$ is symmetric and selects the symmetric part $A^{s}_{ij}=\frac12(A_{ij}+A_{ji})$. Write $A^s_{ij}=\frac13\delta_{ij}\sum_lA_{ll}+B_{ij}$ with $B$ traceless. Then

$$
S=-\frac{\mathcal E^2}{3}\sum_lA_{ll}-\sum_{ij}\Big(\mathcal E_i\mathcal E_j-\frac{\delta_{ij}}{3}\mathcal E^2\Big)B_{ij}.
$$

Subtracting the trace in the bracket changes nothing, because $B$ is traceless. The first term commutes with all rotations and hence with the ladder operators, so it has the same value in every sublevel. The second is a rank-2 perturbation. To first order in $S$, the three-axis average thus removes the tensor part and leaves the scalar part, which is also the average over the sublevels.

A model shows this in numbers: a spinless $l=2$ level coupled to one $l=1$ level above it, with unit radial matrix element and unit energy separation, in the field $(1,2,-1)$. The axes are $(1,2,2)/3$, $(2,1,-2)/3$ and $(2,-2,1)/3$. The shifts of $m=0$ are $-0.6$, $-1.2$ and $-0.6$. Their mean is $-0.8$, equal to the scalar shift.

**Rank 4.** The function $x^4+y^4+z^4-\frac35r^4$ has the Laplacian $12r^2-\frac35\cdot20r^2=0$. It is a harmonic polynomial of degree four, and a perturbation proportional to it has rank 4. A cyclic exchange of $x,y,z$ is a rotation that leaves it unchanged, so quantisation along $x$, $y$ or $z$ gives the same shift, and averaging the three does nothing. For a $d$ electron with $J=\frac52$ and unit strength, the averages for $|m|=\frac12,\frac32,\frac52$ are $0.0381$, $-0.0571$ and $0.0190$. They do not vanish separately, but their sum does, within rounding. A full level has a spherical distribution, and the mean of the polynomial over a sphere is zero. Cancellation over sublevels is thus not special to rank 2, whereas cancellation over three arbitrary orthogonal axes does not extend to rank 4.

## II. The size of the shift and the limits of the cancellation

The symbols carried over are these. A level $J$ in a magnetic field along $\mathbf n$ has the states $|m;\mathbf n\rangle$ with Zeeman energies $m\Delta$. The rank-2 perturbation is $V=\sum_{ij}g_{ij}Q_{ij}$, with $g$ real, symmetric and traceless, and with $g_{ij}=\phi_{ij}/6$ for a quadrupole in a potential with second derivatives $\phi_{ij}$. The expectation value of $Q_{zz}$ in $|m;\hat{\mathbf z}\rangle$ is $q_m$, and the first-order shift is $E_m(\mathbf n)=\frac32q_m\,\mathbf n\cdot g\cdot\mathbf n$. It sums to zero over three orthogonal axes. The shifts of all sublevels sum to zero for any one axis and any ratio of $V$ to $\Delta$, as long as the level is isolated. What remains is to find how $q_m$ depends on $m$, and how large the residues are when the conditions are not met.

For an isolated level, the first-order quadrupole shift of each sublevel sums to zero over three orthogonal field directions, and the shifts of all sublevels sum to zero for any one direction. It remains to find how the shift depends on $m$, and how large the residues are when the conditions for these cancellations are not met.
